# Counting Symmetry-Distinct k-Points of a Simple Cubic 4×4×4 Mesh

## Problem

A crystal has a simple cubic lattice with lattice constant $a$ and the full cubic point group. Its Brillouin zone is sampled with a $4\times4\times4$ mesh. Write the wave vector as

$$
\mathbf k=\frac{2\pi}{a}(q_1,q_2,q_3),
$$

where each $q_i$ is dimensionless. Adding an integer to any $q_i$ adds a reciprocal lattice vector and gives the same Bloch states. Two meshes are considered, with $n_i=0,1,2,3$:

$$
\text{Gamma-centred: } q_i=\frac{n_i}{4},\qquad
\text{shifted: } q_i=\frac{n_i+\tfrac12}{4}.
$$

Two points are equivalent if a point operation, followed if necessary by a reciprocal lattice vector, carries one into the other.

**(a)** How many inequivalent points does each mesh have, and with what weights do they enter a zone average?

**(b)** A filled band comes from two s-like orbitals per cell, with energies $-D/2$ and $+D/2$. Unlike orbitals on neighbouring sites are coupled by $v$, equally in all six directions, and all other couplings are neglected. Take $a=4$ angstrom, $D=3$ eV and $v=0.2$ eV. How well does each reduced mesh give the average energy of the filled band?

The algebra is in atomic units. The energy formulas contain only energies, so they hold equally with every energy in eV.

## First estimate by scaling

**The count.** The point operations permute the three axes and reverse any of them, so there are $3!\cdot2^3=48$. A point in general position has 48 different images. If all mesh points were of this kind, the count would be

$$
N_{\rm irr}\approx\frac{4^3}{48}=\frac{64}{48}=1.33 .
$$

No class can contain more than 48 points, so this number is also a lower bound. The count is an integer, hence at least 2. The estimate does not distinguish the two meshes.

**The error of the average.** The mesh step is $2\pi/(4a)=0.393$ angstrom$^{-1}$, which corresponds to a repeat length $4a=16$ angstrom. A component of the band energy that oscillates as $\cos(2\pi\cdot4q_1)$ has the same value at every point of a given mesh, and is mistaken for a constant. Such a component requires four hops between neighbours, each with a factor $v$. The only other energy is $D$, so its size should be $v^4/D^3$. With six directions $\pm x,\pm y,\pm z$,

$$
|\text{error}|\sim\frac{6v^4}{D^3}
=\frac{6(0.2)^4}{3^3}\ \text{eV}
=3.6\times10^{-4}\ \text{eV}.
$$

Scaling does not fix the numerical prefactor or the sign.

## Exact solution of the count

### The meshes respect the symmetry

The reduction requires that every operation map the mesh onto itself. Permutations do so because the same set of values is used on each axis. For a sign change, add 1 to return to the original interval:

$$
-\frac n4+1=\frac{4-n}{4},\qquad
-\frac{n+\frac12}{4}+1=\frac{(3-n)+\frac12}{4}.
$$

Both results lie on the respective mesh, with $n=0$ in the first case returning to 0. The equal shift of all axes matters. With a half-step shift along the first axis alone, the point $(1/8,0,0)$ would be carried to $(0,1/8,0)$, which is not on that mesh.

### Choosing one representative

Let $|q_i|$ denote the distance from $q_i$ to the nearest integer, so that $0\le|q_i|\le1/2$. Sign changes and integer shifts leave it unchanged, and permutations only reorder the three distances. Equivalent points therefore have the same unordered triple of distances. Conversely, if two points have the same unordered triple, a permutation aligns the distances, and sign changes with integer shifts then make the coordinates equal. Each class corresponds to exactly one ordered triple

$$
0\le|q_1|\le|q_2|\le|q_3|\le\tfrac12 .
$$

On the Gamma-centred mesh the coordinates $0,1/4,1/2,3/4$ have distances $0,1/4,1/2,1/4$, which are $m=3$ different values. On the shifted mesh the coordinates $1/8,3/8,5/8,7/8$ have distances $1/8,3/8,3/8,1/8$, so $m=2$.

It remains to choose three values out of $m$, with repetition and without regard to order. Number the values $1,\dots,m$ and write a choice as $i\le j\le l$. The numbers $i,\ j+1,\ l+2$ are strictly increasing and lie between 1 and $m+2$. Subtracting 0, 1 and 2 recovers the original choice, so the correspondence is one-to-one. Hence

$$
N_{\rm irr}=\binom{m+2}{3}=\frac{m(m+1)(m+2)}6 ,
$$

and

$$
N_{\rm irr}^{\Gamma}=\frac{3\cdot4\cdot5}{6}=10,\qquad
N_{\rm irr}^{\rm shift}=\frac{2\cdot3\cdot4}{6}=4 .
$$

Time reversal relates $\mathbf k$ to $-\mathbf k$. Inversion already does this, so no further points merge.

### Weights

The weight $w$ of a class is the number of mesh points in it. It is the number of different orderings of the triple, times the number of coordinates that share each distance. The distances 0 and $1/2$ come from one coordinate each, because $-0=0$ and $-1/2+1=1/2$. The others come from two. For the Gamma-centred mesh this gives the following table, in which $s=\sum_i\cos2\pi q_i$ is needed in part (b).

| Representative | Orderings × coordinates | $w$ | $s$ |
|---|---:|---:|---:|
| $(0,0,0)$ | 1 × 1 | 1 | 3 |
| $(0,0,1/4)$ | 3 × 2 | 6 | 2 |
| $(0,0,1/2)$ | 3 × 1 | 3 | 1 |
| $(0,1/4,1/4)$ | 3 × 4 | 12 | 1 |
| $(0,1/4,1/2)$ | 6 × 2 | 12 | 0 |
| $(0,1/2,1/2)$ | 3 × 1 | 3 | −1 |
| $(1/4,1/4,1/4)$ | 1 × 8 | 8 | 0 |
| $(1/4,1/4,1/2)$ | 3 × 4 | 12 | −1 |
| $(1/4,1/2,1/2)$ | 3 × 2 | 6 | −2 |
| $(1/2,1/2,1/2)$ | 1 × 1 | 1 | −3 |

The weights sum to 64. On the shifted mesh every distance comes from two coordinates, giving a factor $2^3=8$. The triples $(1/8,1/8,1/8)$ and $(3/8,3/8,3/8)$ have one ordering and weight 8. The triples $(1/8,1/8,3/8)$ and $(1/8,3/8,3/8)$ have three orderings and weight 24. Again $8+24+24+8=64$.

For a function $f$ with the full symmetry, all members of a class have the same value, so

$$
\frac1{64}\sum_{\rm mesh}f(\mathbf q)
=\frac1{64}\sum_{\rm classes}w\,f(\mathbf q).
$$

Reduction by symmetry adds no error to the 64-point average.

## Exact count compared with the estimate

The estimate 1.33 is too small by a factor 7.5 for the Gamma-centred mesh and 3 for the shifted one. To see where these factors come from, let the mesh have $N$ points per axis with $N$ even. The numbers of distances are then $m=N/2+1$ and $m=N/2$. Inserting them and taking $N/2$ out of each factor gives

$$
N_{\rm irr}^{\Gamma}
=\frac{N^3}{48}\left(1+\frac2N\right)
\left(1+\frac4N\right)\left(1+\frac6N\right),
$$

$$
N_{\rm irr}^{\rm shift}
=\frac{N^3}{48}\left(1+\frac2N\right)
\left(1+\frac4N\right).
$$

At $N=4$ the correction factors are $1.5\cdot2\cdot2.5=7.5$ and $1.5\cdot2=3$. For large $N$ the scaling law is recovered, but slowly: the leading relative corrections are $12/N$ and $6/N$. They fall to about 10% near $N=120$ and $N=60$.

The corrections come from points that some operation other than the identity leaves unchanged. A point left unchanged by $h$ operations has only $48/h$ different images, because each image is reached by $h$ operations. Assign the share $h/48$ to each point. The shares in one class then add up to 1, and the sum over the mesh is the number of classes:

$$
N_{\rm irr}=\frac1{48}\sum_{\rm points}h
=\frac1{48}\sum_{\rm operations}F,
$$

where $F$ is the number of mesh points that an operation leaves unchanged. Both sums count the same pairs of a point and an operation. The identity alone has $F=64$, and keeping only this term gives the estimate $64/48$.

The full sum provides a second derivation of the count. Split the permutation in an operation into $c$ cycles. Within a cycle, one coordinate of an unchanged point fixes the others. Going once round the cycle demands $q=q$ if the product of its signs is $+1$, and $q=-q$ if it is $-1$. The first condition has 4 solutions on the axis mesh. The second has $p$ solutions: $p=2$ for the Gamma-centred mesh, namely 0 and $1/2$, and $p=0$ for the shifted one. A cycle of length $\ell$ has $2^{\ell-1}$ sign choices of each kind, so it contributes $2^{\ell-1}(4+p)=2^\ell m$, with $m=(4+p)/2$ equal to 3 or 2 as before. The cycle lengths add up to 3, so each permutation contributes $8m^c$. There is one permutation with $c=3$, three with $c=2$ and two with $c=1$:

$$
\sum_{\rm operations}F=8(m^3+3m^2+2m)=8m(m+1)(m+2).
$$

This equals 480 for $m=3$ and 192 for $m=2$. Division by 48 gives 10 and 4 again. The shifted mesh has fewer classes because it avoids the planes $q_i=0$ and $q_i=1/2$, where a sign change leaves points in place.

This advantage depends on $N$ being even. For odd $N$ the shifted mesh contains $q=1/2$, reached at $n=(N-1)/2$, while the Gamma-centred mesh contains 0 but not $1/2$. Each then has one unpaired coordinate and $(N-1)/2$ pairs, so $m=(N+1)/2$ for both. At $N=3$ both meshes have 4 inequivalent points.

## The filled band

### Energies and averages

Hops to the two neighbours along axis $i$ contribute $v(e^{2\pi iq_i}+e^{-2\pi iq_i})=2v\cos2\pi q_i$, where the $i$ multiplying $\pi$ is the imaginary unit. The Hamiltonian is

$$
H=\begin{pmatrix}-D/2&2vs\\2vs&D/2\end{pmatrix}.
$$

Its trace is zero, so its eigenvalues are $\pm\lambda$. Its determinant gives $-\lambda^2=-D^2/4-4v^2s^2$. The filled band is therefore

$$
E=-\sqrt{\frac{D^2}{4}+4v^2s^2}.
$$

Permutations and sign changes leave $s$ unchanged, so $E$ has the required symmetry. The highest filled energy is $-D/2$, reached where $s=0$. The empty band is the mirror image, and the gap is $D$.

On the Gamma-centred mesh, $|s|=3,2,1,0$ occurs with total weights $2,12,30,20$. For $|s|=2$, for example, $E=-\sqrt{2.25+0.64}\ \text{eV}=-1.7$ eV. The average is

$$
\bar E_\Gamma=-\frac{2(1.920937)+12(1.7)+30(1.552417)+20(1.5)}{64}\ \text{eV}
=-1.575225\ \text{eV}.
$$

There are ten inequivalent points but four different energies. Equal energies do not make points equivalent: $(0,0,1/2)$ and $(0,1/4,1/4)$ agree here because this model depends on $\mathbf q$ through $s^2$ alone. Part of the coincidence is an extra symmetry of the model. Adding $(1/2,1/2,1/2)$ to $\mathbf q$ reverses the sign of $s$ and leaves $E$ unchanged, because the lower orbital on even sites couples only to the upper orbital on odd sites, and the reverse. It pairs, for example, $(0,0,0)$ with $(1/2,1/2,1/2)$, and would merge the ten and four points into six and two. A general simple cubic crystal does not have this symmetry.

On the shifted mesh each cosine is $\pm1/\sqrt2$, so $s^2=9/2$ with total weight 16 and $s^2=1/2$ with total weight 48:

$$
\bar E_{\rm shift}=-\frac{16(1.723369)+48(1.526434)}{64}\ \text{eV}
=-1.575668\ \text{eV}.
$$

The converged zone average is $-1.575447$ eV, or $-0.0579$ hartree. Relative to it, the errors are $+2.22\times10^{-4}$ eV with ten points and $-2.20\times10^{-4}$ eV with four.

### Why the errors are nearly opposite

Expand the band in lattice waves, $E(\mathbf q)=\sum_{\mathbf R}f_{\mathbf R}e^{2\pi i\mathbf q\cdot\mathbf R}$, with integer components $R_j$. The zone average is $f_{\mathbf 0}$. Averaging one wave over the Gamma-centred mesh gives, for each axis,

$$
\frac14\sum_{n=0}^{3}e^{2\pi inR_j/4}
=\begin{cases}1,&R_j=4L_j\\0,&\text{otherwise,}\end{cases}
$$

with integer $L_j$, because in the second case the geometric sum has numerator $e^{2\pi iR_j}-1=0$ and a nonzero denominator. The half-step shift multiplies a surviving term by $e^{2\pi iR_j/8}=e^{i\pi L_j}=(-1)^{L_j}$. The errors are therefore

$$
\delta_\Gamma=\sum_{\mathbf L\ne0}f_{4\mathbf L},\qquad
\delta_{\rm shift}=\sum_{\mathbf L\ne0}(-1)^{L_1+L_2+L_3}f_{4\mathbf L}.
$$

The six nearest vectors contribute $+6f_{400}$ and $-6f_{400}$. The computed value is $6f_{400}=2.21\times10^{-4}$ eV, so this shell accounts for nearly all of both errors. Half the sum of the two errors, about $1\times10^{-6}$ eV, is the part with even $L_1+L_2+L_3$, which the shift does not reverse.

### Comparison with the hopping estimate

Set $z=16v^2/D^2$, so that $E=-(D/2)\sqrt{1+zs^2}$. For small $zs^2$,

$$
E=-\frac D2\left(1+\frac{zs^2}{2}-\frac{z^2s^4}{8}
+\frac{z^3s^6}{16}-\cdots\right).
$$

Each factor $s$ is one half of a sum over six unit steps. The coefficient of the wave $(4,0,0)$ in $s^r$ is thus the number of $r$-step walks to that site, divided by $2^r$. Four steps allow one walk, giving $1/16$. The $s^4$ term then yields

$$
f_{400}\approx\frac{Dz^2}{16}\cdot\frac1{16}
=\frac{D}{256}\cdot\frac{256v^4}{D^4}=\frac{v^4}{D^3}.
$$

The scaling estimate has prefactor 1 at leading order, and the sign is positive. Its value $3.6\times10^{-4}$ eV exceeds the computed $2.2\times10^{-4}$ eV by a factor 1.6. The next term shows why. Six steps allow 6 walks with one step back along $x$, and $2\cdot6!/4!=60$ walks with a step out and back along $y$ or $z$. The coefficient is $66/64=33/32$, and the contribution relative to the leading one is

$$
\frac{-(Dz^3/32)(33/32)}{Dz^2/256}=-\frac{33z}{4}=-\frac{132v^2}{D^2}=-0.59 .
$$

The correction has the right sign but is not small, and it overshoots: the two terms together give $1.5\times10^{-4}$ eV, below the computed value. The following terms alternate in sign, each about half the size of the one before, and only their sum gives $2.2\times10^{-4}$ eV. For these parameters the leading term therefore gives an order of magnitude. It becomes accurate when $132v^2/D^2\ll1$.

## Where the result stops applying

**Band edges.** A good average does not imply good extrema. The lowest energy on the shifted mesh is $-1.723$ eV, while the band reaches $-1.921$ eV at $\mathbf q=0$. The highest is $-1.526$ eV instead of $-1.5$ eV, so a gap read from this mesh would be 3.05 eV instead of 3 eV.

**Metals.** In a partly filled band the integrand jumps at the Fermi surface. The coefficients $f_{\mathbf R}$ of such a function fall off only slowly with distance, so the shell $(4,0,0)$ need not dominate the error, and four points need not match ten.

**Lower symmetry.** If the crystal is compressed along $z$, that axis can no longer be exchanged with the others, and 16 operations remain. The two in-plane distances form an unordered pair and the third is free:

$$
N_{\rm irr}=\frac{m(m+1)}2\,m=18\ \text{(Gamma-centred)},\qquad 6\ \text{(shifted)}.
$$

Suppose the coupling along $z$ rises by 5%, with $D$ and the in-plane coupling held fixed, but the cubic list is kept with its largest distance along $z$. On the shifted mesh, the classes of weight 24 now contain two energies, $E_<$ with $|s|=0.95/\sqrt2$ and $E_>$ with $|s|=1.05/\sqrt2$. For $(1/8,1/8,3/8)$ the representative has $E_<$, while two thirds of the class have $E_>$. For $(1/8,3/8,3/8)$ it has $E_>$, while one third has $E_<$. The resulting error is

$$
\frac{24}{64}\left(\frac23-\frac13\right)(E_<-E_>)
=\frac{-1.52388+1.52912}{8}\ \text{eV}=6.6\times10^{-4}\ \text{eV},
$$

relative to the full 64-point average of the distorted band. This is three times the original mesh error. On the Gamma-centred mesh the corresponding error is $1.2\times10^{-4}$ eV.

**Real dielectrics.** Cubic perovskite oxides have a simple cubic lattice, with a lattice constant of roughly 4 angstrom and often a gap of roughly 3 eV. The counts 10 and 4 carry over to them as long as the crystal keeps its simple cubic lattice and the full cubic point group. The energies do not: the model band is 0.42 eV wide, whereas the oxygen-derived valence bands span several eV and consist of many bands, so the mesh error must be found anew by refining the mesh. A film strained by its substrate generally loses the cubic symmetry. The counts 18 and 6 apply if it becomes tetragonal, is non-magnetic, keeps one formula unit per cell and retains mirror planes containing the $z$ axis. Tilts of the oxygen octahedra often enlarge the cell, and the points must then be counted anew. Treating the band as filled is safe in the undoped model: at 300 K, with the chemical potential at mid-gap, the thermal factor $e^{-D/2k_BT}$ is $6\times10^{-26}$. Doping would invalidate that last estimate, but would leave the point count unchanged if the lattice and the full cubic point group survived.

The individual energies and averages are listed in the numerical output below.

## Values computed for the example and the checks

```
cubic operations: 48
mesh points before reduction: 64
naive ratio points/operations: 1.333
lattice constant a: 4.0 angstrom
mesh step 2pi/(4a): 0.3927 1/angstrom
repeat length 4a: 16.0 angstrom
gap parameter D: 3.0 eV; coupling v: 0.2 eV
gap found on dense mesh: 3.0000 eV
Gamma mesh, distinct points: 10
  |q1| |q2| |q3|, weight, band energy (eV)
  0.000 0.000 0.000   1  -1.920937
  0.000 0.000 0.250   6  -1.700000
  0.000 0.000 0.500   3  -1.552417
  0.000 0.250 0.250  12  -1.552417
  0.000 0.250 0.500  12  -1.500000
  0.000 0.500 0.500   3  -1.552417
  0.250 0.250 0.250   8  -1.500000
  0.250 0.250 0.500  12  -1.552417
  0.250 0.500 0.500   6  -1.700000
  0.500 0.500 0.500   1  -1.920937
shifted mesh, distinct points: 4
  |q1| |q2| |q3|, weight, band energy (eV)
  0.125 0.125 0.125   8  -1.723369
  0.125 0.125 0.375  24  -1.526434
  0.125 0.375 0.375  24  -1.526434
  0.375 0.375 0.375   8  -1.723369
converged band average: -1.575447 eV
converged band average: -0.057897 hartree
Gamma mesh average: -1.575225 eV
Gamma mesh error: +2.224e-04 eV
shifted mesh average: -1.575668 eV
shifted mesh error: -2.201e-04 eV
leading error term 6 f_400: +2.212e-04 eV
tetragonal operations: 16
z coupling / in-plane coupling: 1.05
Gamma tetragonal distinct points: 18
Gamma error of old cubic reduction: +1.201e-04 eV
shifted tetragonal distinct points: 6
shifted error of old cubic reduction: +6.551e-04 eV
temperature: 300 K; kT: 0.02585 eV
thermal factor exp(-D/2kT): 6.33e-26
```
